# Selecting training structures by committee disagreement, and its blind spot

## Definitions and conventions

Let $u$ be a dimensionless polar displacement in a ferroelectric film, with one polarization state near $u=-1$ and the reversed state near $u=+1$. Energies are in meV per switching unit. The model truth is

$$E(u)=B(u^2-1)^2+Du,\qquad B=100,\quad D=20 .$$

The tilt $Du$ stands for the built-in field that unlike electrodes produce in a memory capacitor. The parameters are round numbers, not properties of a particular material. Without the field, a crystal and its inversion image have the same energy, and $E$ is even in $u$.

A reference calculation returns a label

$$y=E(u)+\eta ,$$

where $\eta$ is Gaussian with mean zero and standard deviation $\sigma=1$ meV. The scatter represents the coordinates that the model leaves out: one value of $u$ stands for many structures. Its small Gaussian form is an idealization, since a single harmonic coordinate sampled thermally at 300 K would already scatter the energy by $k_BT/\sqrt2\approx18$ meV. Labelling the same $u$ again therefore means a new structure and a fresh $\eta$. Repeating a deterministic calculation on an identical structure would bring no such new information.

A potential is linear in its coefficients, $f(u)=\phi(u)^Tc$, where the vector $\phi(u)$ holds $p$ features. The rows of the matrix $\Phi$ are the feature vectors of the $N$ labelled structures, and $G=\Phi^T\Phi$ is assumed invertible. A committee has $M=16$ members $f_m$. Its mean, spread and error are

$$\bar f=\frac1M\sum_m f_m,\qquad s^2=\frac1{M-1}\sum_m(f_m-\bar f)^2,\qquad e=\bar f-E .$$

## The naive scheme

The naive scheme trains several potentials, labels the structure on which they disagree most, and declares the potential accurate once they agree everywhere. To see what agreement can mean, write $f_m-E=(f_m-\bar f)+e$, square, and average over members:

$$\frac1M\sum_m(f_m-E)^2=\frac1M\sum_m(f_m-\bar f)^2+\frac{2e}{M}\sum_m(f_m-\bar f)+e^2 .$$

The middle sum vanishes by the definition of $\bar f$, so

$$\frac1M\sum_m(f_m-E)^2=\frac{M-1}{M}s^2+e^2 .$$

This holds for any kind of potential. The spread is one part of the members' error. The other part, $e^2$, is what they have in common, and nothing in the identity ties it to $s$.

The first failure is immediate. Least squares with invertible $G$ has one solution. If all members fit the same labels, they coincide and $s=0$ everywhere, however poor the data. The members must be made to differ in a way that has a meaning.

## Giving the spread a meaning

Let member $m$ fit $y+\xi_m$ instead of $y$. The entries of $\xi_m$ are independent Gaussian perturbations of standard deviation $\sigma$, drawn separately for each member. Training is independent in this sense; the structures and the original labels are shared. Minimizing $|\Phi c-y-\xi_m|^2$ gives $Gc_m=\Phi^T(y+\xi_m)$, hence

$$f_m(u)=a(u)^T(y+\xi_m),\qquad a(u)=\Phi G^{-1}\phi(u).$$

Subtracting the mean removes $y$:

$$f_m-\bar f=a^T(\xi_m-\bar\xi),\qquad \bar\xi=\frac1M\sum_m\xi_m .$$

The spread of this linear committee thus depends on where the structures lie and on the perturbations, but not on any energy. A test replaced all labels by unrelated numbers of up to 300 meV; the spread stayed the same to rounding.

For a fixed design, the numbers $a^T\xi_m$ are independent with variance $\sigma^2a^Ta$. The squared length is

$$a^Ta=\phi^TG^{-1}\Phi^T\Phi G^{-1}\phi=\phi^TG^{-1}\phi\equiv h(u).$$

Since the divisor $M-1$ makes the sample variance unbiased,

$$\langle s^2(u)\rangle=\sigma^2h(u).$$

The quantity $h$ is called the leverage. It is large where the labelled structures leave the prediction poorly determined.

## Why the largest disagreement should be labelled

Labelling a structure at $u$ changes $G$ to $G'=G+\phi\phi^T$. Put $v=G^{-1/2}\phi$, so that $v^Tv=h$ and

$$G'=G^{1/2}(I+vv^T)G^{1/2}.$$

The matrix $I+vv^T$ has eigenvalue $1+h$ along $v$ and eigenvalue 1 in all perpendicular directions. Therefore

$$\det G'=(1+h)\det G .$$

The leverage at the same $u$ becomes

$$h'=\phi^TG'^{-1}\phi=v^T(I+vv^T)^{-1}v=\frac{h}{1+h}.$$

The volume of the uncertainty ellipsoid of the coefficients is proportional to $(\det G)^{-1/2}$. Choosing the largest expected spread is thus the choice that shrinks this volume most in one step. A committee of finite size follows the rule approximately, because it sees a sampled $s$ and not $\sigma\sqrt h$.

Two limits show how a label acts. If $h\gg1$, then $h'\approx1$: one label brings an undetermined prediction down to the scatter of a label. To follow repeated labelling, invert the update to get $1/h'=1/h+1$. After $k$ labels at the same $u$,

$$\frac1{h_k}=\frac1h+k,$$

so for large $k$ the variance $\sigma^2h_k$ approaches $\sigma^2/k$, the usual variance of an average.

The example starts from six structures between $u=-1.2$ and $-0.8$, all in the left well. Candidates cover $-1.6\le u\le1.6$ in 65 values. Selection stops when the largest sampled spread on them falls below $\tau=0.5$ meV. Numerical ties go to the lower $u$, the side already sampled.

Take first the full committee, with features $1,u,u^2,u^3,u^4$. Extrapolated from the left well, its initial spread reaches about $10^5$ meV. This is a correct alarm, and the first structure selected is $u=1.6$. The loop stops at 17 labels, 8 of them at $u>0$. The largest $\sigma\sqrt h$ is then 0.92 meV. For 200 random designs with the same start and the same number of labels, the median of this quantity is 3.49 meV, so disagreement has chosen better places than chance here. In one dimension this is a modest standard: eleven added labels spaced evenly over the interval give about 0.95 meV.

## When the spread does tell the error

Suppose the truth lies in the model class, $E=\phi^Tc_*$. Then $y=\Phi c_*+\eta$, where $\eta$ now collects the scatter of all labels. Because $a^T\Phi=\phi^TG^{-1}\Phi^T\Phi=\phi^T$,

$$\bar f=a^T(\Phi c_*+\eta+\bar\xi)=E+a^T(\eta+\bar\xi),\qquad e=a^T(\eta+\bar\xi).$$

Each entry of $\eta$ has variance $\sigma^2$ and each entry of $\bar\xi$ has variance $\sigma^2/M$. They are independent, so for a given design

$$\langle e^2(u)\rangle=\sigma^2h(u)\left(1+\frac1M\right).$$

One might fear that adaptive selection spoils this law, since the design now depends on the committee. It does not. Selection and stopping use the deviations $\xi_m-\bar\xi$. For each label, their covariance with $\bar\xi$ is $\sigma^2/M-\sigma^2/M=0$, and for Gaussian variables zero covariance means independence. They are independent of $\eta$ as well. Knowing which design was reached therefore says nothing about the noise that makes $e$.

Over 600 repeated adaptive runs, the mean ratio of $e^2$ to this law at $u=1$ was 1.11. Each ratio is the square of a unit Gaussian and has variance 2, so the standard error is $\sqrt{2/600}=0.058$. The result lies 1.9 standard errors above 1, inside the tested limit of four.

The perturbation size matters. If the members use a standard deviation $\sigma_p$ different from $\sigma$, the same steps give $\langle s^2\rangle=\sigma_p^2h$ but

$$\langle e^2\rangle=h\left(\sigma^2+\frac{\sigma_p^2}{M}\right).$$

As $\sigma_p\to0$ the spread vanishes and the error tends to $\sigma\sqrt h$ in root mean square. Even a complete model class needs honest perturbations.

## Selection and stopping look at lucky samples

In the full run the largest sampled spread at stopping is 0.49 meV, while the largest $\sigma\sqrt h$ is 0.92 meV. At the candidate with the largest leverage, the sampled variance is therefore at most $(0.491/0.918)^2=0.29$ of its expectation.

A count shows that the stop came too early by the standard of expected spread. The leverages of the labelled structures sum to

$$\sum_i h(u_i)=\mathrm{tr}(\Phi G^{-1}\Phi^T)=\mathrm{tr}(G^{-1}\Phi^T\Phi)=p .$$

At least one of them is thus no smaller than $p/N$. To bring $\sigma\sqrt h$ below $\tau$ on all labelled structures requires $N>p\sigma^2/\tau^2=5/0.25=20$. The loop stopped at 17. This is an unusually early stop. Most repetitions end with more than 20 labels and a smaller gap, though usually with the largest $\sigma\sqrt h$ still somewhat above $\tau$.

Over the repeated runs, the mean of $s^2/(\sigma^2h)$ at $u=1$ at the moment of stopping was 0.88. For a design fixed in advance this mean would be 1 within sampling error. The deficit arises because the sampled spread itself shaped the design. Selection alone produces it: labels go where the sample happens to be high and are withheld where it happens to be low, so a deficit remains even if the loop runs to a fixed number of labels without any stopping rule.

The repair is to freeze the design at a provisional stop and retrain with new perturbations. For these the design is fixed, and $\langle s^2\rangle=\sigma^2h$ applies again. With 20,000 fresh members on the final designs, the sampled variance agreed with $\sigma^2h$ within the tested 6 percent at every candidate. The fresh committee should be large. With only 16 members the sampled spread still scatters, and a check repeated until it passes favours lucky samples again. For a linear potential one can avoid the sampling and stop on $\sigma\sqrt h$ directly.

## The failure that more members cannot show

Now let the potential use $1,u^2,u^4$. This is what results if its inputs describe the film alone, are unchanged by inversion, and do not see the electrodes. For $D=0$ the class contains the truth, the law for $\langle e^2\rangle$ holds, and data from one well rightly serve for both. With a tilt, the same symmetry becomes a shared error.

Every member obeys $f_m(-u)=f_m(u)$, hence $s(-u)=s(u)$. For the error,

$$e(u)-e(-u)=\bar f(u)-\bar f(-u)-[E(u)-E(-u)]=-2Du .$$

Taking absolute values and using the triangle inequality,

$$2D|u|\le|e(u)|+|e(-u)|\le2\max\bigl(|e(u)|,|e(-u)|\bigr),$$

$$\max\bigl(|e(u)|,|e(-u)|\bigr)\ge D|u| .$$

This bound uses neither linearity nor the choice of data. It applies to any committee of potentials even in $u$, neural networks included.

Started from the same six values of $u$, the even committee stops at 15 labels with a largest spread of 0.48 meV. It selects no structure at $u>0$: the right well never has a larger spread than its mirror image, and ties go to the left. The values at the two wells are:

| | $u=-1$ | $u=+1$ |
|---|---:|---:|
| spread (meV) | 0.34 | 0.34 |
| error (meV) | 0.32 | −39.68 |

The second error follows from the first: $0.32-2\cdot20\cdot1=-39.68$ meV. The committee has copied the energy of the left well, about −20 meV, to a place where the truth is +20 meV. In 600 repeated runs the error at $u=1$ was never smaller in size than 38.4 meV, and the spread there never exceeded 0.5 meV.

Even the visited side is not free of shared error. There the tilt equals $-D|u|=-D\sqrt t$ with $t=u^2$, which is not a quadratic polynomial in $t$. The first selected structures alternate between $u=-1.6$ and $u=0$, and the starting set lies around $u=-1$. As an estimate, replace the fit by interpolation at $t=0,1,2.56$. The quadratic through $\sqrt t$ at these points is

$$q(t)=1.240\,t-0.240\,t^2 .$$

The gap between $\sqrt t$ and $q$ is widest near $|u|=0.43$. At the nearby value $u=-0.4$, where $t=0.16$, the quadratic gives $q=0.192$ instead of 0.4. The error is then $D(0.4-0.192)\approx4.2$ meV. The largest error found for $u\le0$ is 3.8 meV, eight times the largest spread. The estimate ignores label noise and the width of the starting set, so agreement at this level is what it can offer.

## More data in both wells

One might blame the tie rule and the missing right-well data. To examine this, write the truth as $E=\phi^Tc_*+r$, where $r(u)=Du$ is the part outside the even class. Repeating the earlier calculation gives

$$e(u)=a^T(r_{\rm train}+\eta+\bar\xi)-r(u),$$

where $r_{\rm train}$ lists $r$ on the labelled structures. Averaging over the noise for a given design leaves the bias

$$b(u)=\phi(u)^TG^{-1}\Phi^Tr_{\rm train}-Du,$$

and, since the noise has mean zero, the mean squared error is

$$\langle e^2\rangle=b^2+\sigma^2h\left(1+\frac1M\right).$$

The spread reports the scale of the second term and is blind to the first.

For a design symmetric about $u=0$, the structures $u_i$ and $-u_i$ have the same feature vector but opposite tilt. Their contributions to $\Phi^Tr_{\rm train}=\sum_i\phi(u_i)Du_i$ cancel, leaving $b(u)=-Du$. If each structure of such a design is repeated $n$ times, $G$ grows by the factor $n$, so $h$ falls as $1/n$ and the expected spread scale as $1/\sqrt n$. The bias does not change.

With all 65 candidates labelled 100 times, 6500 labels in all, the largest spread is 0.04 meV. The errors at $u=-1$ and $u=+1$ are +19.99 and −20.01 meV. The committee has settled on the average of the two wells. For any threshold $\tau>0$, enough repetitions bring the expected spread scale below $\tau$ while an error of at least $D$ remains in one of the wells. This is the precise sense in which small spread need not mean small error.

The two cases differ in what the training set reveals. With labels in both wells, the residual $y-\bar f=\eta-e$ is about 20 meV in size at the wells, against a scatter of 1 meV, and exposes the fault. With labels on the left alone, the signal is much weaker. At $u=-0.8$, where $t=0.64$, the interpolation estimate gives $q=0.695$ and a misfit of $D(0.8-0.695)\approx2.1$ meV, only about twice the scatter of one label. Taken together, such residuals can reveal that the class is incomplete, but they do not fix the 40 meV error on the right: for $u\le0$ the odd term $Du$ and the even term $-D|u|$ coincide, and only the first produces that error. Training residuals should be inspected, but they cannot replace a label in the unvisited region.

## The repaired scheme

A new label at $u$, not used in training, differs from the committee mean by $y_{\rm new}-\bar f=\eta_{\rm new}-e$. If the class contains the truth, the two terms are independent, and the expected size of the difference is

$$\sigma_{\rm check}=\sigma\sqrt{1+h\left(1+\frac1M\right)} .$$

At $u=1$ the new label is 19.33 meV. The even committee predicts $20-39.68=-19.68$ meV and misses by 39.0 meV, which is 36 times $\sigma_{\rm check}$. The full committee predicts $20+0.40=20.40$ meV and misses by 1.07 meV, 0.96 times its own $\sigma_{\rm check}$. One label separates the two cases that the spread could not.

The scheme that follows from these failures is:

1. Train the members on shared structures, with independent label perturbations of the size of the true scatter.
2. Label the candidate of largest spread, retrain, and repeat until the spread is below $\tau$ on all candidates.
3. Freeze the design, train a large committee with new perturbations, and check the spread again; for a linear potential, check $\sigma\sqrt h$ instead. If it fails, return to step 2 and select with the new spread or with $\sigma\sqrt h$, since the old committee is already below $\tau$.
4. Label a few structures chosen by physics and not by spread: the reversed polarization state, the barrier, and states related by a symmetry that the device may break. Compare the deviations with $\sigma_{\rm check}$, and inspect the training residuals.
5. If deviations are too large, enlarge the model class and return to step 1. More members or more labels in the same class do not remove the bias.

Step 5 works here because the odd features contain the missing tilt. In the run shown, the full committee's largest error on the candidates is 0.6 meV, against 64 meV for the even one; the first number varies from run to run on the scale of 1 meV. Its large initial spread on the right also shows why the enlarged class must be followed by new selection: the freedom to represent the tilt has to be fixed by labels.

A passed check has limited reach. It rules out a large error where it was made, and a feature missing elsewhere can still escape. The check also relies on a known $\sigma$; if the scatter is overestimated strongly enough, a real bias can look acceptable.

## What the hidden error does at finite temperature

Treat $u$ as a classical coordinate on the interval $[-1.6,1.6]$ at 300 K, where $k_BT=25.85$ meV. Using $E(u)$ in the Boltzmann weight assumes that the omitted coordinates add a free energy independent of $u$; otherwise the free energy along $u$ must take its place. The right-well population is

$$P_R=\frac{\int_0^{1.6}e^{-E(u)/k_BT}\,du}{\int_{-1.6}^{1.6}e^{-E(u)/k_BT}\,du}.$$

The truth gives 0.192 and the full committee 0.193. The even committee gives 0.500, as it must, since its two half-integrals are equal. It predicts no preferred polarization state where the model has one. These are the populations of a single isolated unit, whose barriers of 81 and 121 meV are only 3 to 5 times $k_BT$. A real capacitor switches collectively, and its retention and imprint are not described by these numbers.

The corresponding free-energy difference is

$$\Delta F=-k_BT\ln\frac{P_R}{1-P_R}=-25.85\,\ln\frac{0.192}{0.808}\approx37\ \text{meV},$$

which the even committee replaces by zero. The minima themselves differ by $19.743+20.244=39.987$ meV. Part of the reduction comes from the softer right well. From $E''=12Bu^2-4B$, the curvatures at $u=-1.024$ and $u=0.974$ are about 858 and 738 meV. In the harmonic approximation the softer well gains

$$\frac{k_BT}{2}\ln\frac{858}{738}\approx1.9\ \text{meV},$$

giving 38 meV. The remaining difference of about 1 meV comes mainly from the anharmonic shape of the wells. A smaller part arises because the integrals divide the wells at $u=0$ and not at the barrier, $u=0.050$.

## What carries over to other potentials

The separation of member error into spread and common error holds for any committee, and the bound $D|u|$ holds for any potential even in $u$. The leverage law and the independence of the spread from the labels were derived for linear least squares. In a nonlinear network the labels can influence the spread, and different starting weights add disagreement of their own. That may reveal some gaps in the data, and contradictory labels at equal inputs may also raise the spread. Agreement still does not prove that the inputs are complete: for potentials even in $u$, the bound $D|u|$ holds however small the spread is. The one-coordinate model supplies this counterexample and a calibrated control; it does not estimate the error of a potential for a real material. The numerical output below lists the computed values; the remaining numbers are worked out in the text.

## Computed values

```
B = 100 meV, D = 20 meV, label scatter = 1.0 meV
members = 16, threshold = 0.5 meV, starting labels = 6
starting u: [-1.2  -1.12 -1.04 -0.96 -0.88 -0.8 ]
candidates: 65 values, u from -1.6 to 1.6
true stationary u (left, barrier, right): [-1.0241  0.0501  0.974 ]
true energies there (meV): [-20.244 100.501  19.743]
true E(-1), E(+1): -20.0, 20.0 meV
even: labels at stop = 15
even: first six selected u = [-1.6  0.  -1.6  0.  -1.6  0. ]
even: labels with u > 0 = 0
even: initial max spread = 13.12 meV
even: final max spread = 0.476 meV
even: spread at u=-1, +1 = 0.343, 0.343 meV
even: error at u=-1, +1 = 0.318, -39.682 meV
even: max |error|, u<=0 = 3.782 meV
even: max |error|, all u = 63.773 meV
even: large-committee variance / law at u=1 = 1.005
even: new label at u=1, deviation / scale = 35.75
full: labels at stop = 17
full: first six selected u = [ 1.6   0.95 -1.6   0.05  1.15  1.25]
full: labels with u > 0 = 8
full: initial max spread = 1.02e+05 meV
full: final max spread = 0.491 meV
full: spread at u=-1, +1 = 0.393, 0.445 meV
full: error at u=-1, +1 = 0.523, 0.401 meV
full: max |error|, u<=0 = 0.603 meV
full: max |error|, all u = 0.603 meV
full: large-committee variance / law at u=1 = 0.995
full: new label at u=1, deviation / scale = 0.96
even: noise-free error at u=-1, +1 = 0.044, -39.956 meV
new label at u=1 = 19.334 meV
spread change after replacing all energies = 1.1e-13 meV
add u=0.5: h before, after = 0.5503, 0.3550
add u=0.5: determinant ratio = 1.5503
full: max sigma*sqrt(h), selected = 0.918 meV
full: same, median of 200 random designs = 3.490 meV
dense even: labels = 6500, max spread = 0.0416 meV
dense even: error at u=-1, +1 = 19.993, -20.007 meV
repeated adaptive runs per committee = 600
full: mean squared error / law at u=1 = 1.108
full: mean stopped spread^2 / (sigma^2 h) at u=1 = 0.879
even: smallest |error| at u=1 over runs = 38.47 meV
even: largest spread at u=1 over runs = 0.492 meV
kT at 300 K = 25.852 meV
right-well population, true = 0.1920
right-well population, even = 0.5000
right-well population, full = 0.1928
```
